\section*{Apparent Surface Charge and Conductor-Like Scaling for Each Multipole}

\section{Why one scaling factor is not enough}

A solute in a polarisable solvent can be treated cheaply by pretending that the solvent is a conductor, solving for the charge induced on the cavity wall, and multiplying that charge by
\begin{equation}
f_x(\varepsilon)=\frac{\varepsilon-1}{\varepsilon+x},
\label{eq:scaling}
\end{equation}
with one fixed number $x$. Without knowing what $x$ stands for, one can err in either direction. Take $\varepsilon=4$ and a spherical cavity. With $x=1/2$ a unit ion induces a total charge of $-0.667\,e$, whereas Gauss's law demands $-0.750\,e$. With $x=0$ the ion's total is right, but the solvation energy of a central point dipole comes out 12.5\,\% too large in magnitude. The integral equation for the true surface charge shows where $x$ comes from and how large the error of a fixed value can be.

\section{The integral equation}

The algebra uses atomic units, in which a charge $q$ has the potential $q/r$. A smooth closed surface $\Gamma$ with outward normal $\mathbf n$ bounds the cavity. Inside, the permittivity is 1; outside there is a linear, local, isotropic dielectric with constant $\varepsilon>1$. The solute charge density $\rho$ is fixed and lies wholly inside. Its potential in vacuum is $\phi_\rho$.

The total potential $\phi$ obeys $\nabla^2\phi=-4\pi\rho$ inside and $\nabla^2\phi=0$ outside. The difference $\phi-\phi_\rho$ is therefore harmonic on both sides of $\Gamma$, continuous across it, and zero at infinity. Such a function is the potential of a surface charge $\sigma$ on $\Gamma$:
\begin{equation}
\phi=\phi_\rho+S\sigma,\qquad
(S\sigma)(\mathbf r)=\oint_\Gamma\frac{\sigma(\mathbf s')}{|\mathbf r-\mathbf s'|}\,dS'.
\label{eq:ansatz}
\end{equation}
This $\sigma$ is the apparent surface charge. It carries the whole effect of the solvent.

To find the normal derivative of $S\sigma$ at a point $\mathbf s$ of $\Gamma$, cut out a small disc around $\mathbf s$. Seen from very close, the disc is a charged plane, whose potential falls with slope $2\pi\sigma$ on either side. Along $\mathbf n$ this contributes $+2\pi\sigma$ just inside and $-2\pi\sigma$ just outside. The rest of the surface contributes the same amount on both sides, and as the disc shrinks this tends to
\begin{equation}
(K'\sigma)(\mathbf s)=\oint_\Gamma\sigma(\mathbf s')\,
\frac{\partial}{\partial n_{\mathbf s}}\frac{1}{|\mathbf s-\mathbf s'|}\,dS'.
\label{eq:kprime}
\end{equation}
The integral converges because on a smooth surface $\mathbf s-\mathbf s'$ is nearly tangential for close points, so the kernel grows only as $1/|\mathbf s-\mathbf s'|$. Hence
\begin{equation}
\partial_n(S\sigma)_{\rm in}=2\pi\sigma+K'\sigma,\qquad
\partial_n(S\sigma)_{\rm out}=-2\pi\sigma+K'\sigma .
\label{eq:jump}
\end{equation}

There is no free charge on $\Gamma$, so the normal displacement is continuous: $\partial_n\phi_{\rm in}=\varepsilon\,\partial_n\phi_{\rm out}$. With \eqref{eq:ansatz} and \eqref{eq:jump} this reads
\begin{equation}
\partial_n\phi_\rho+2\pi\sigma+K'\sigma
=\varepsilon\left(\partial_n\phi_\rho-2\pi\sigma+K'\sigma\right).
\end{equation}
Collecting $\sigma$ on the left gives $2\pi(\varepsilon+1)\sigma-(\varepsilon-1)K'\sigma=(\varepsilon-1)\partial_n\phi_\rho$. Division by $\varepsilon-1$ yields the apparent-surface-charge equation
\begin{equation}
(\lambda-K')\,\sigma=\partial_n\phi_\rho,\qquad
\lambda=2\pi\,\frac{\varepsilon+1}{\varepsilon-1}.
\label{eq:asc}
\end{equation}

Its integral over $\Gamma$ fixes the total induced charge $q_\sigma=\oint\sigma\,dS$. A unit charge sitting on a smooth surface sends half its flux inward, so $\oint\partial_{n_{\mathbf s}}|\mathbf s-\mathbf s'|^{-1}dS=-2\pi$ and $\oint K'\sigma\,dS=-2\pi q_\sigma$. On the right, Gauss's law gives $-4\pi Q$, where $Q$ is the solute charge. Since $\lambda+2\pi=4\pi\varepsilon/(\varepsilon-1)$,
\begin{equation}
q_\sigma=-\left(1-\frac1\varepsilon\right)Q
\label{eq:gauss}
\end{equation}
for a cavity of any smooth shape. This is the scaling \eqref{eq:scaling} with $x=0$, applied to the conductor's $-Q$.

\section{The potential form and its modes}

Comparison with a conductor is easier when the right-hand side contains $\phi_\rho$ instead of its derivative. Define the double-layer operator
\begin{equation}
(Dv)(\mathbf s)=\oint_\Gamma v(\mathbf s')\,
\frac{\partial}{\partial n_{\mathbf s'}}\frac{1}{|\mathbf s-\mathbf s'|}\,dS'.
\end{equation}
Let $u$ be harmonic outside $\Gamma$ and vanish at infinity. Green's identity for the exterior region, whose own outward normal is $-\mathbf n$, gives at an exterior point $\mathbf r$
\begin{equation}
4\pi u(\mathbf r)=\oint_\Gamma\left[u\,\frac{\partial}{\partial n_{\mathbf s'}}\frac{1}{|\mathbf r-\mathbf s'|}
-\frac{\partial_n u}{|\mathbf r-\mathbf s'|}\right]dS'.
\end{equation}
When $\mathbf r$ approaches $\Gamma$ from outside, the first term tends to $2\pi u+Du$. The case $u=1$ confirms the constant: the integral vanishes for every exterior point, while $D1=-2\pi$. Therefore
\begin{equation}
S\,\partial_nu_{\rm out}=-(2\pi-D)\,u .
\label{eq:exterior}
\end{equation}
This is used twice. For $u=S\sigma$, equation \eqref{eq:jump} turns the left side into $S(-2\pi+K')\sigma$, and the terms in $2\pi$ cancel, leaving
\begin{equation}
DS=SK'.
\label{eq:intertwine}
\end{equation}
For $u=\phi_\rho$, which is harmonic outside because $\rho$ is inside, it replaces $S\partial_n\phi_\rho$. Applying $S$ to \eqref{eq:asc} then gives
\begin{equation}
(\lambda-D)\,S\sigma=-(2\pi-D)\,\phi_\rho .
\label{eq:potform}
\end{equation}
As $\varepsilon\to\infty$, $\lambda\to2\pi$ and this becomes $(2\pi-D)(S\sigma^{\rm cond}+\phi_\rho)=0$. The bracket is the boundary value of a potential $u$ that is harmonic outside and vanishes at infinity. By \eqref{eq:exterior}, $S\,\partial_nu_{\rm out}=0$. A surface charge whose potential vanishes on $\Gamma$ is itself zero, so $\partial_nu_{\rm out}=0$ and hence $u=0$. This leaves $S\sigma^{\rm cond}=-\phi_\rho$: the wall of a conductor is at zero potential.

Now let $K'\sigma=d\,\sigma$. By \eqref{eq:intertwine}, $v=S\sigma$ satisfies $Dv=d\,v$. If $\phi_\rho$ on $\Gamma$ is proportional to $v$, then \eqref{eq:potform} gives $S\sigma=-f\phi_\rho$ with
\begin{align}
f&=\frac{2\pi-d}{\lambda-d}
=\frac{(\varepsilon-1)(2\pi-d)}{2\pi(\varepsilon+1)-(\varepsilon-1)d}\nonumber\\
&=\frac{(\varepsilon-1)(2\pi-d)}{\varepsilon(2\pi-d)+(2\pi+d)}
=\frac{\varepsilon-1}{\varepsilon+x},\qquad
x=\frac{2\pi+d}{2\pi-d}.
\label{eq:xd}
\end{align}
Each mode thus obeys the conductor-like scaling law, but with its own $x$.

This $x$ has a direct meaning. For the mode's own potential $v=S\sigma$, let $W_{\rm in}$ and $W_{\rm out}$ be the integrals of $|\nabla v|^2$ inside and outside. The divergence theorem and \eqref{eq:jump} give
\begin{equation}
W_{\rm in}=(2\pi+d)\oint v\sigma\,dS,\qquad
W_{\rm out}=(2\pi-d)\oint v\sigma\,dS .
\label{eq:energies}
\end{equation}
Their sum, $4\pi\oint v\sigma\,dS$, is positive, and so
\begin{equation}
x=\frac{W_{\rm in}}{W_{\rm out}}\ge0 .
\label{eq:xratio}
\end{equation}
The denominator cannot vanish: $v$ would then be zero outside, hence zero on $\Gamma$ and inside, and there would be no charge. The larger the share of this field integral that lies outside, where the dielectric is, the smaller is $x$.

\section{The sphere}

On a sphere of radius $R$ put $\sigma=Y_{lm}$. The potential that is regular at the centre, decays at infinity and is continuous at $R$ is
\begin{equation}
S\sigma=A\,Y_{lm}\times
\begin{cases}(r/R)^l,& r<R,\\ (R/r)^{l+1},& r>R.\end{cases}
\end{equation}
The radial derivatives at $R$ are $lA/R$ inside and $-(l+1)A/R$ outside. By \eqref{eq:jump} their difference is $4\pi$ and their mean is the eigenvalue of $K'$:
\begin{equation}
A=\frac{4\pi R}{2l+1},\qquad
d_l=\frac12\,\frac{A}{R}\,\bigl[l-(l+1)\bigr]=-\frac{2\pi}{2l+1}.
\label{eq:eig}
\end{equation}
So $Y_{lm}$ diagonalises $S$, $K'$ and, through \eqref{eq:intertwine}, $D$. The order $m$ does not enter. Inserting $d_l$ in \eqref{eq:xd} and multiplying numerator and denominator by $(2l+1)/2\pi$,
\begin{equation}
x_l=\frac{(2l+1)-1}{(2l+1)+1}=\frac{l}{l+1},\qquad
f_l=\frac{\varepsilon-1}{\varepsilon+l/(l+1)} .
\label{eq:xl}
\end{equation}
The charge itself is $\sigma_{lm}=-f_l\,(2l+1)\,\phi_{lm}/(4\pi R)$, where $\phi_{lm}$ is the component of $\phi_\rho$ on the sphere.

The monopole has $x_0=0$, because a uniformly charged sphere has no field inside. The dipole has $x_1=1/2$. For large $l$ the field hugs the surface and extends equally to both sides, so $x_l\to1$. A radial finite-volume solution of Poisson's equation, which contains no surface charge, gives $x=0.0000$, $0.5000$, $0.6667$, $0.7500$ and $0.8000$ for $l=0$ to $4$, in agreement with \eqref{eq:xl}.

\section{Energy and the error of a fixed $x$}

If the solute charge is built up in proportion to a parameter running from 0 to 1, the solvent potential grows in the same proportion. The work done against it is half the final interaction:
\begin{equation}
G=\frac12\int\rho\,S\sigma\,d^3r=\frac12\oint\sigma\,\phi_\rho\,dS .
\label{eq:G}
\end{equation}
The second form follows from the symmetry of the Coulomb interaction. With the multipole moments $M_{lm}=\int\rho\,r^lY^*_{lm}\,d^3r$, the solute potential on the sphere has components
\begin{equation}
\phi_{lm}=\frac{4\pi}{2l+1}\,\frac{M_{lm}}{R^{l+1}} .
\end{equation}
Inserting these and $\sigma_{lm}$ in \eqref{eq:G}, with $dS=R^2d\Omega$, gives
\begin{align}
G&=-\frac12\sum_{lm}f_l\,R^2\,\frac{2l+1}{4\pi R}\,|\phi_{lm}|^2\nonumber\\
&=-\frac12\sum_{l}f_l\,\frac{4\pi}{2l+1}\sum_m\frac{|M_{lm}|^2}{R^{2l+1}}
\equiv\sum_lG_l .
\label{eq:Gl}
\end{align}
For charges $q_i$ at heights $z_i$ on one axis through the centre, only $m=0$ survives, and $Y_{l0}$ on the axis supplies a factor $\sqrt{(2l+1)/4\pi}$. Then
\begin{equation}
G_l=-\frac{f_l}{2}\,\frac{M_l^2}{R^{2l+1}},\qquad M_l=\sum_iq_iz_i^l .
\label{eq:axial}
\end{equation}
The term $l=0$ is the Born energy $-(1-1/\varepsilon)Q^2/2R$. The term $l=1$ is the Onsager energy $-(\varepsilon-1)\mu^2/[(2\varepsilon+1)R^3]$ of a dipole moment $\mu=M_1$.

Replacing $f_l$ by $f_x$ changes each term by the relative amount
\begin{equation}
\frac{f_x}{f_l}-1=\frac{\varepsilon+x_l}{\varepsilon+x}-1=\frac{x_l-x}{\varepsilon+x}.
\label{eq:err}
\end{equation}
The total can be treated in the same way. Define $x_{\rm eff}$ by $G=f_{x_{\rm eff}}G^{\rm cond}$, where $G^{\rm cond}$ is the conductor energy. Because $G^{\rm cond}=\sum_lG_l/f_l$,
\begin{equation}
\frac{\varepsilon+x_{\rm eff}}{\varepsilon-1}=\frac{G^{\rm cond}}{G}
=\sum_l\frac{G_l}{G}\,\frac{\varepsilon+x_l}{\varepsilon-1}
\quad\Longrightarrow\quad
x_{\rm eff}=\sum_l\frac{G_l}{G}\,x_l .
\label{eq:xeff}
\end{equation}
All $G_l$ have the same sign, so $x_{\rm eff}$ is a true weighted mean of the $x_l$. The relative error of the total energy is \eqref{eq:err} with $x_l$ replaced by $x_{\rm eff}$. Since $0\le x_l<1$, two bounds hold on a sphere:
\begin{equation}
0\le\left.\frac{\Delta G}{G}\right|_{x=0}<\frac1\varepsilon,\qquad
\left|\frac{\Delta G}{G}\right|_{x=1/2}\le\frac{1}{2\varepsilon+1}.
\label{eq:bounds}
\end{equation}
The choice $x=0$ never makes the solvation energy too small in magnitude. The choice $x=1/2$ can err either way.

Two limits show when the choice matters. For large $\varepsilon$, $f_l=1-(1+x_l)/\varepsilon+O(\varepsilon^{-2})$: the multipoles differ only at order $1/\varepsilon$, and any $x$ of order one serves well. For $\varepsilon\to1$, $f_l\to(\varepsilon-1)/(1+x_l)$. The energy itself vanishes, but the relative error does not: with $x=0$ it tends to $x_l$, which is 50\,\% for a dipole. For a single multipole with $x_l\ne x$, the relative error \eqref{eq:err} therefore grows as $\varepsilon$ falls. In a sum of multipoles, errors of opposite sign can partly or wholly cancel.

\section{Two solutes in a sphere}

Take $R=3$\,\AA. Solute A is a charge $+e$ at $z=1.5$\,\AA. Solute B has $+e$ at $1.5$\,\AA\ and $-e$ at $-0.5$\,\AA. These are model charges, and $\varepsilon=4$ and $80$ are round values for a weakly and a strongly polar solvent. In eV and \AA, \eqref{eq:axial} is multiplied by $e^2/4\pi\epsilon_0=14.3996$\,eV\,\AA, with charges in units of $e$.

For A the moments are $M_l=1.5^l$. At $\varepsilon=4$ the first two terms are
\begin{align}
G_0&=-0.7500\times\frac{14.3996}{2\times3}=-1.800\ \text{eV},\\
G_1&=-0.6667\times\frac{14.3996\times1.5^2}{2\times3^3}=-0.400\ \text{eV}.
\end{align}
The next terms are $-0.096$, $-0.024$ and $-0.006$\,eV, and the full sum is $G=-2.328$\,eV ($-0.0855$ hartree). For the conductor, where $f_l=1$, the series is geometric:
\begin{equation}
G^{\rm cond}=-\frac{q^2}{2R}\sum_l\left(\frac{z^2}{R^2}\right)^l
=-\frac{q^2R}{2(R^2-z^2)}
=-\frac{14.3996\times3}{2\times6.75}=-3.200\ \text{eV}.
\end{equation}
Scaling this by $3/4$ ($x=0$) gives $-2.400$\,eV, too large in magnitude by 3.1\,\% of $G$. Scaling by $3/4.5$ ($x=1/2$) gives $-2.133$\,eV, too small by 8.4\,\%. The monopole supplies $1.800/2.328=77\,\%$ of the energy, which pulls the weighted mean \eqref{eq:xeff} down to $x_{\rm eff}=0.124$.

For B the monopole vanishes, and $M_1=1.5+0.5=2$, $M_2=1.5^2-0.5^2=2$. At $\varepsilon=4$,
\begin{equation}
G_1=-0.6667\times\frac{14.3996\times2^2}{2\times3^3}=-0.711\ \text{eV},
\end{equation}
which is 87\,\% of the total $G=-0.820$\,eV ($-0.0301$ hartree). Now $x_{\rm eff}=0.526$, close to the dipole value and raised slightly by the higher multipoles. The error of $x=1/2$ is 0.6\,\%, that of $x=0$ is 13.2\,\%. The better choice has changed with the solute.

At $\varepsilon=80$ the energies are $-3.155$\,eV for A ($-0.1159$ hartree) and $-1.214$\,eV for B ($-0.0446$ hartree). Both choices of $x$ are then within 0.7\,\% for both solutes. The effective $x$ of A rises a little, to $0.136$, because $f_l/f_0$ grows with $\varepsilon$ and gives the higher multipoles more weight.

\section{A flattened cavity}

Equation \eqref{eq:xd} holds for any smooth cavity, but the values $l/(l+1)$ belong to the sphere. A spheroid with semi-axes $a,a,c$ shows the change. Give it the surface charge $\sigma=Pn_z$ of a uniform polarisation $P$ along its symmetry axis. It is a standard property of ellipsoids that the field inside is then uniform, $-4\pi LP$, with the depolarisation factor
\begin{equation}
L=\frac{a^2c}{2}\int_0^\infty\frac{ds}{(s+a^2)(s+c^2)^{3/2}} .
\end{equation}
The inner potential is $4\pi LPz$, whose normal derivative is $4\pi L\sigma$. Comparison with \eqref{eq:jump} gives $4\pi L=2\pi+d$, so
\begin{equation}
d=-2\pi(1-2L),\qquad x=\frac{4\pi L}{4\pi-4\pi L}=\frac{L}{1-L}.
\label{eq:spheroid}
\end{equation}
The sphere, $L=1/3$, returns $x=1/2$. When $L>1/2$ the mode has $x>1$, which no multipole of a sphere reaches. By \eqref{eq:xratio} more than half of its field integral then lies inside, as in a plate capacitor.

For $a=3$\,\AA\ and $c=1.5$\,\AA, $L=0.5272$ and $x=0.5272/0.4728=1.115$. Direct quadrature of $D$ acting on $z$ confirms the eigenvalue. Charges $\pm e$ at $z=\pm0.5$\,\AA\ in this cavity have $G=-0.9245$\,eV at $\varepsilon=4$, while $x=1/2$ gives $-1.0316$\,eV. The error is 11.6\,\%, above the sphere's bound $1/(2\varepsilon+1)=11.1\,\%$. The upper limits in \eqref{eq:bounds} must not be carried over to other shapes. The effective value is $x_{\rm eff}=1.02$, about twice the dipole value of the sphere.

\section{Where the equations stop}

The derivation assumed that the solute charge lies wholly inside $\Gamma$. An electron density with a tail beyond $\Gamma$ violates this. The charge outside polarises the dielectric in the volume, with density $-(1-1/\varepsilon)\rho$. The true surface charge then obeys \eqref{eq:gauss} with only the enclosed charge in place of $Q$, and the volume charge supplies the rest. Equation \eqref{eq:asc} misses the volume part and gives a wrong reaction potential. Equation \eqref{eq:potform} fares better. By linearity, consider the outside charge alone, and let $V=\phi-\phi_\rho$. It is harmonic inside, so it equals $S\sigma$ there for some $\sigma$, and \eqref{eq:jump} with \eqref{eq:intertwine} gives $S\,\partial_nV_{\rm in}=(2\pi+D)V$. Outside, $u=\phi-\phi_\rho/\varepsilon=V+(1-1/\varepsilon)\phi_\rho$ is harmonic, and continuity of the displacement gives $\varepsilon\,\partial_nu_{\rm out}=\partial_nV_{\rm in}$. Inserting both in \eqref{eq:exterior} yields $(\lambda-D)V=-(2\pi-D)\phi_\rho$, which is \eqref{eq:potform} again. The potential form therefore still gives the exact reaction potential on and inside $\Gamma$. Its $\sigma$ is then an effective charge, and the reaction potential outside $\Gamma$, and with it the energy of the tail, is only approximate. Sharp edges spoil the flat-disc argument behind \eqref{eq:jump}. Mobile ions in the solvent add a charge density outside, so Laplace's equation no longer holds there. At low potentials it is replaced by a linear screened equation, for which the kernel $1/r$ is no longer the right one outside.

The energy \eqref{eq:G} is the electrostatic part for a fixed $\rho$. It leaves out the response of the solute's own electrons, the work of forming the cavity, and dispersion and repulsion between solute and solvent. It also depends on the cavity radius: the Born term varies as $1/R$ and the dipole term as $1/R^3$, so a 5\,\% change of $R$ alters them by about 5\,\% and 15\,\%. At $\varepsilon=80$ that uncertainty far exceeds the effect of choosing $x=0$ or $x=1/2$; at $\varepsilon=4$ the two are comparable.

\section*{Numbers as computed}
\begin{verbatim}
Coulomb constant 14.3996 eV angstrom
hartree 27.2114 eV; sphere radius 3.0 angstrom
solute A: +1 e at +1.5 angstrom on the axis
solute B: +1 e at +1.5, -1 e at -0.5 angstrom on the axis
l, S (angstrom), D/(2 pi), x_l, x from radial Poisson (eps=4)
0  37.6991  -1.0000  0.0000  0.0000
1  12.5664  -0.3333  0.5000  0.5000
2  7.5398  -0.2000  0.6667  0.6667
3  5.3856  -0.1429  0.7500  0.7500
4  4.1888  -0.1111  0.8000  0.8000
eps, l, f_l, error of x=0 (%), error of x=1/2 (%)
4  0  0.75000  0.000  -11.111
4  1  0.66667  12.500  0.000
4  2  0.64286  16.667  3.704
4  3  0.63158  18.750  5.556
4  4  0.62500  20.000  6.667
80  0  0.98750  0.000  -0.621
80  1  0.98137  0.625  0.000
80  2  0.97934  0.833  0.207
80  3  0.97833  0.938  0.311
80  4  0.97772  1.000  0.373
A: conductor energy -3.1999 eV
A eps=4: G -2.3279 eV = -0.08555 hartree
  x=0: -2.3999 eV, x=1/2: -2.1333 eV, effective x 0.1239
  errors: x=0 3.097 %, x=1/2 -8.358 %
  -G_l for l=0..4: 1.8000, 0.4000, 0.0964, 0.0237, 0.0059 eV
  induced charge -0.7500 e, x=1/2 gives -0.6667 e
A eps=80: G -3.1546 eV = -0.11593 hartree
  x=0: -3.1599 eV, x=1/2: -3.1403 eV, effective x 0.1362
  errors: x=0 0.170 %, x=1/2 -0.452 %
  induced charge -0.9875 e, x=1/2 gives -0.9814 e
B: conductor energy -1.2378 eV
B eps=4: G -0.8204 eV = -0.03015 hartree
  x=0: -0.9283 eV, x=1/2: -0.8252 eV, effective x 0.5261
  errors: x=0 13.153 %, x=1/2 0.581 %
  -G_l for l=0..4: 0.0000, 0.7111, 0.0762, 0.0255, 0.0057 eV
B eps=80: G -1.2143 eV = -0.04462 hartree
  x=0: -1.2223 eV, x=1/2: -1.2147 eV, effective x 0.5271
  errors: x=0 0.659 %, x=1/2 0.034 %
oblate semi-axes 3.0, 3.0, 1.5 angstrom
  L 0.5272, D/(2 pi) 0.0544, x 1.1151
  charges +1, -1 e at +0.5, -0.5 angstrom; conductor -1.5474 eV
  eps=4: G -0.9245 eV, x=1/2 -1.0316 eV, effective x 1.021
    error of x=1/2 11.586 %, sphere bound 11.111 %
  eps=80: G -1.5088 eV, x=1/2 -1.5186 eV, effective x 1.023
    error of x=1/2 0.650 %, sphere bound 0.621 %
\end{verbatim}
